# Coupled surface plasmons of a Drude slab and their thin-film limit: a program that tests the result

```python
# Surface modes of a lossless Drude slab of thickness d in vacuum.
# Result under test (electrostatic limit, in-plane wavenumber q):
#   omega^2 = omega_p^2 (1 -+ exp(-q d)) / 2
# minus: equal charges on the faces; plus: opposite charges.
# For q d << 1 the lower mode becomes the two-dimensional plasmon
#   omega^2 = n2 e^2 q / (2 eps0 m),  n2 = n d (electrons per area).
# Energies are hbar*omega in eV, lengths in nm unless a name says SI.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, expm
from scipy.optimize import brentq


def slab_formula(qd):
    """(lower, upper) values of omega^2 / omega_p^2."""
    return (1 - np.exp(-qd)) / 2, (1 + np.exp(-qd)) / 2


def finite_element_modes(qd, n_in=150, n_out=300):
    """Solve div(eps grad phi) = 0 as B phi = (omega/omega_p)^2 A phi.

    A: field-energy form of all space, B: that of the slab only (d = 1).
    Returns the surface eigenvalues and the charges on the two faces.
    """
    q = qd
    reach = 14 / q
    h = np.concatenate([np.full(n_out, reach / n_out),
                        np.full(n_in, 1 / n_in),
                        np.full(n_out, reach / n_out)])
    size = len(h) + 1
    A = np.zeros((size, size))
    B = np.zeros((size, size))
    for k, step in enumerate(h):
        element = (np.array([[1, -1], [-1, 1]]) / step
                   + q**2 * step / 6 * np.array([[2, 1], [1, 2]]))
        A[k:k+2, k:k+2] += element
        if n_out <= k < n_out + n_in:
            B[k:k+2, k:k+2] += element
    # potential is zero at the far ends of the box
    values, vectors = eigh(B[1:-1, 1:-1], A[1:-1, 1:-1])
    chosen = np.where((values > 1e-6) & (values < 1 - 1e-6))[0]
    charges = []
    for index in chosen:
        phi = np.concatenate([[0], vectors[:, index], [0]])
        slope = np.diff(phi) / h
        charges.append([slope[f - 1] - slope[f]
                        for f in (n_out, n_out + n_in)])
    return values[chosen], np.array(charges)


def normal_field_factor(q, z):
    """Normal field of a cosine charge sheet at height z, times 2 eps0/sigma."""
    integral = quad(lambda x: z / (x**2 + z**2), 0, np.inf,
                    weight='cos', wvar=q)[0]
    return 2 * integral / np.pi


def in_plane_field_factor(q):
    """In-plane field amplitude of a cosine charge sheet, times eps0/sigma."""
    near = quad(lambda u: q * np.sinc(q * u / np.pi), 0, 1)[0]
    far = quad(lambda u: 1 / u, 1, np.inf, weight='sin', wvar=q)[0]
    return (near + far) / np.pi


# ---- model parameters ----
E_p = 1.0                        # hbar omega_p, eV
d = 5.0                          # nm
q_list = [0.02, 0.2, 0.4]        # 1/nm
hbar_c = const.hbar * const.c / const.e * 1e9      # eV nm
omega_p_SI = E_p * const.e / const.hbar
n_SI = const.epsilon_0 * const.m_e * omega_p_SI**2 / const.e**2
n2_SI = n_SI * d * 1e-9
k_F_SI = (3 * np.pi**2 * n_SI)**(1 / 3)
v_F_SI = const.hbar * k_F_SI / const.m_e


def sheet_energy(q):
    """2D plasmon energy from Newton's law and the integrated sheet field."""
    omega_squared = (q * 1e9 * n2_SI * const.e**2 / const.m_e
                     * in_plane_field_factor(q) / const.epsilon_0)
    return const.hbar * np.sqrt(omega_squared) / const.e


def retarded_energy(q, upper):
    """Root of the full Maxwell matching condition below the light line."""
    def mismatch(E):
        eps = 1 - (E_p / E)**2
        k0 = np.sqrt(q**2 - (E / hbar_c)**2)
        k1 = np.sqrt(q**2 + (E_p**2 - E**2) / hbar_c**2)
        t = np.tanh(k1 * d / 2)
        return eps * k0 * (1 / t if upper else t) + k1
    top = min(hbar_c * q, E_p) * (1 - 1e-12)
    return brentq(mismatch, 1e-3 * top, top, xtol=1e-15, rtol=1e-14)


def maxwell_residual(q, E):
    """Carry H_y and (dH_y/dz)/eps through the slab; zero for a bound mode."""
    eps = 1 - (E_p / E)**2
    k0 = np.sqrt(q**2 - (E / hbar_c)**2)
    generator = np.array([[0, eps], [q**2 / eps - (E / hbar_c)**2, 0]])
    H, P = expm(generator * d) @ np.array([1.0, k0])
    return abs(P + k0 * H) / (abs(P) + abs(k0 * H))


print(f"plasma energy hbar*omega_p = {E_p:.3f} eV")
print(f"slab thickness d = {d:.1f} nm")
print(f"electron density n = {n_SI:.4e} m^-3")
print(f"areal density n2 = n d = {n2_SI:.4e} m^-2")
print(f"single-surface energy = {E_p / np.sqrt(2):.4f} eV")
print(f"Fermi velocity = {v_F_SI:.3e} m/s")
print(f"length v_F/omega_p = {v_F_SI / omega_p_SI * 1e9:.3f} nm")
print(f"Fermi wavelength = {2 * np.pi / k_F_SI * 1e9:.2f} nm")

for q in q_list:
    qd = q * d
    low, high = slab_formula(qd)
    numeric, charges = finite_element_modes(qd)
    assert len(numeric) == 2                       # exactly two surface modes
    # discretization error is of order (q h)^2 / 24, about 1e-4
    assert np.allclose(numeric, [low, high], rtol=3e-4, atol=0)
    assert charges[0, 0] * charges[0, 1] > 0       # lower: equal charges
    assert charges[1, 0] * charges[1, 1] < 0       # upper: opposite charges

    g = normal_field_factor(q, d)
    oscillators = np.linalg.eigvalsh(0.5 * np.array([[1, -g], [-g, 1]]))
    assert np.allclose(oscillators, [low, high], rtol=0, atol=1e-6)

    E_low, E_high = E_p * np.sqrt(low), E_p * np.sqrt(high)
    R_low, R_high = retarded_energy(q, False), retarded_energy(q, True)
    retardation = E_p / (hbar_c * q)
    for static, full in ((E_low, R_low), (E_high, R_high)):
        assert maxwell_residual(q, full) < 1e-7
        assert abs(full / static - 1) < retardation**2
    E_2D = sheet_energy(q)
    nonlocal_ratio = v_F_SI * q * 1e9 * const.hbar / const.e / E_low
    print(f"--- q = {q:.2f} nm^-1, qd = {qd:.2f}, exp(-qd) = {np.exp(-qd):.4f}")
    print(f"lower, upper mode = {E_low:.4f}, {E_high:.4f} eV")
    print(f"finite elements = {E_p*np.sqrt(numeric[0]):.4f}, "
          f"{E_p*np.sqrt(numeric[1]):.4f} eV")
    print(f"with retardation = {R_low:.4f}, {R_high:.4f} eV")
    print(f"2D plasmon = {E_2D:.4f} eV, "
          f"above lower mode by {100 * (E_2D / E_low - 1):.2f} percent")
    print(f"omega_p/(c q) = {retardation:.4f}, "
          f"v_F q/omega_lower = {nonlocal_ratio:.4f}")

# Thick slab: both numerical modes approach the single-surface value.
thick, _ = finite_element_modes(8.0)
assert np.allclose(thick, 0.5, atol=1e-3)

# Thin film at fixed areal density: shortfall from the 2D plasmon is qd/4.
print("--- thin film: shortfall of numerical lower mode from 2D plasmon")
for qd in (0.2, 0.1, 0.05):
    lower = finite_element_modes(qd)[0][0]
    ratio = np.sqrt(lower / (qd * in_plane_field_factor(1.0)))
    # next order contributes 0.21 qd; the mesh contributes below 0.02
    assert abs((1 - ratio) / (qd / 4) - 1) < 0.25 * qd + 0.02
    print(f"qd = {qd:.2f}: shortfall = {1 - ratio:.4f}, qd/4 = {qd / 4:.4f}")

# Electrostatics fails where its thin-film curve meets the light line.
q_cross = E_p**2 * d / (2 * hbar_c**2)
static_cross = E_p * np.sqrt(slab_formula(q_cross * d)[0])
full_cross = retarded_energy(q_cross, False)
assert abs(static_cross / (hbar_c * q_cross) - 1) < 1e-3
assert maxwell_residual(q_cross, full_cross) < 1e-7
assert abs(full_cross / static_cross - np.sqrt((np.sqrt(5) - 1) / 2)) < 1e-3
print(f"light-line crossing q_c = {q_cross:.3e} nm^-1")
print(f"retarded/electrostatic energy at q_c = {full_cross/static_cross:.4f}")
f_low = E_p * np.sqrt(slab_formula(q_list[0] * d)[0]) * const.e / const.h
print(f"lower mode at q = {q_list[0]:.2f} nm^-1: {f_low / 1e12:.2f} THz")
print("all good")
```

It prints:

```
plasma energy hbar*omega_p = 1.000 eV
slab thickness d = 5.0 nm
electron density n = 7.2525e+26 m^-3
areal density n2 = n d = 3.6262e+18 m^-2
single-surface energy = 0.7071 eV
Fermi velocity = 3.218e+05 m/s
length v_F/omega_p = 0.212 nm
Fermi wavelength = 2.26 nm
--- q = 0.02 nm^-1, qd = 0.10, exp(-qd) = 0.9048
lower, upper mode = 0.2181, 0.9759 eV
finite elements = 0.2181, 0.9759 eV
with retardation = 0.2180, 0.9751 eV
2D plasmon = 0.2236 eV, above lower mode by 2.51 percent
omega_p/(c q) = 0.2534, v_F q/omega_lower = 0.0194
--- q = 0.20 nm^-1, qd = 1.00, exp(-qd) = 0.3679
lower, upper mode = 0.5622, 0.8270 eV
finite elements = 0.5622, 0.8270 eV
with retardation = 0.5622, 0.8270 eV
2D plasmon = 0.7071 eV, above lower mode by 25.78 percent
omega_p/(c q) = 0.0253, v_F q/omega_lower = 0.0753
--- q = 0.40 nm^-1, qd = 2.00, exp(-qd) = 0.1353
lower, upper mode = 0.6575, 0.7534 eV
finite elements = 0.6575, 0.7534 eV
with retardation = 0.6575, 0.7534 eV
2D plasmon = 1.0000 eV, above lower mode by 52.09 percent
omega_p/(c q) = 0.0127, v_F q/omega_lower = 0.1288
--- thin film: shortfall of numerical lower mode from 2D plasmon
qd = 0.20: shortfall = 0.0480, qd/4 = 0.0500
qd = 0.10: shortfall = 0.0245, qd/4 = 0.0250
qd = 0.05: shortfall = 0.0124, qd/4 = 0.0125
light-line crossing q_c = 6.420e-05 nm^-1
retarded/electrostatic energy at q_c = 0.7862
lower mode at q = 0.02 nm^-1: 52.74 THz
all good
```
